**Pair cancellation of weak phase contrast under a filled source**

The program tests that a weak phase object has no linear image contrast when a uniform incoherent source covers the whole pupil, whatever the pupil's aberration or apodization. Here `S` is the source brightness, `P` the complex pupil, `f` the grating frequency in units of NA/wavelength, `sigma` the source radius relative to the pupil, `eps` the phase amplitude and `T` the cross-coefficient divided by the clear-field intensity. It asserts the null for even, comatic and unevenly transmitting pupils and for an overfilled source, and asserts nonzero contrast for an underfilled or nonuniform source with defocus. Images summed over source points are compared with the pair-cancellation integral on a separate lattice, and the amplitude response with the Fourier transform of the point-image intensity. Further assertions cover the second- and third-order terms, the vector pupil, an exchange-symmetric mask phase and quadrature convergence. At 150 nm defocus the output shows a linear modulation of 5.25% for `sigma` = 0.6, 0.55% for 0.95 and zero for 1. With coma the two coefficients are complex and equal, so the null does not depend on their being real.

## Program and output

```python
"""
Result under test: a weak, purely phase object gives no first-order image
contrast if a uniform incoherent source covers the whole pupil support.
The pupil may have any aberration or apodization; it need not be even.

S(s): source brightness; P(s): complex pupil; s: direction in units of NA.
f: grating frequency in units of NA/wavelength; sigma: source radius/pupil radius.
T(f1,f2) = integral S(s) P(s+f1) conj(P(s+f2)) ds, divided by clear-field intensity.
Object: exp(i*eps*cos(2*pi*f*x)). Modulation: cosine amplitude at f / clear field.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss

wavelength = 193.0       # nm, rough ArF value
NA = 0.75
pitch = 300.0            # nm, wafer side
defocus = 150.0          # nm
index = 1.56             # rough value for fused silica
depth = 10.0             # nm, peak to valley
reduction = 4.0
f = wavelength / (pitch * NA)
eps = np.pi * (index - 1) * depth / wavelength


def source_nodes(sigma, n=16):
    """Gauss nodes on the source disc, split at all shifted pupil edges."""
    cuts = [-sigma, sigma]
    if sigma > 1:
        cuts += [-1.0, 1.0]
    for k in range(1, 9):
        half_shift = k * f / 2
        if half_shift < 1:
            y = np.sqrt(1 - half_shift**2)
            if y < sigma:
                cuts += [-y, y]
        x = (1 - sigma**2 - (k * f)**2) / (2 * k * f)
        if abs(x) < sigma:
            y = np.sqrt(sigma**2 - x**2)
            cuts += [-y, y]
    angles = np.sort(np.arcsin(np.clip(np.array(cuts) / sigma, -1, 1)))
    t, wt = leggauss(n)
    xs, ys, ws = [], [], []
    shifts = np.arange(-4, 5) * f
    for a, b in zip(angles[:-1], angles[1:]):
        if b - a < 1e-12:
            continue
        for theta, wy in zip((a + b) / 2 + (b - a) / 2 * t, (b - a) / 2 * wt):
            y = sigma * np.sin(theta)
            half = sigma * np.cos(theta)
            chord = np.sqrt(max(1 - y * y, 0.0))
            edges = np.concatenate(([-half, half], chord - shifts, -chord - shifts))
            edges = np.sort(np.clip(edges, -half, half))
            lo, hi = edges[:-1], edges[1:]
            keep = hi - lo > 1e-13
            lo, hi = lo[keep], hi[keep]
            x = ((lo + hi) / 2)[:, None] + ((hi - lo) / 2)[:, None] * t
            w = ((hi - lo) / 2)[:, None] * wt * wy * half
            xs.append(x.ravel())
            ys.append(np.full(x.size, y))
            ws.append(w.ravel())
    return np.concatenate(xs), np.concatenate(ys), np.concatenate(ws)


def make_pupil(z=0.0, coma=0.0, tilt_apodization=0.0):
    def pupil(x, y):
        r2 = x * x + y * y
        r2c = np.minimum(r2, 1.0)
        phase = 2 * np.pi * z / wavelength * (np.sqrt(1 - NA**2 * r2c) - 1)
        phase = phase + 2 * np.pi * coma * (3 * r2c - 2) * x
        return (r2 <= 1) * (1 + tilt_apodization * x) * np.exp(1j * phase)
    return pupil


def uniform(x, y):
    return np.ones_like(x)


def cross(nodes, pupil, f1, f2, source=uniform):
    x, y, w = nodes
    s = w * source(x, y)
    clear = np.sum(s * abs(pupil(x, y))**2)
    return np.sum(s * pupil(x + f1, y) * np.conj(pupil(x + f2, y))) / clear


def sidebands(nodes, pupil, source=uniform):
    return cross(nodes, pupil, f, 0, source), cross(nodes, pupil, 0, -f, source)


def abbe_harmonics(nodes, pupil, transmission, source=uniform):
    """Add intensities of coherent images; return harmonics 0, 1, 2."""
    x, y, w = nodes
    u = 2 * np.pi * np.arange(64) / 64
    a = np.fft.fft(transmission(u)) / 64
    fields = {n: a[n] * pupil(x + n * f, y) for n in range(-4, 5)}
    s = w * source(x, y)
    clear = np.sum(s * abs(pupil(x, y))**2)
    return [sum(np.sum(s * fields[n + q] * np.conj(fields[n]))
                for n in range(-4, 5 - q)) / clear for q in range(3)]


def phase_grating(e):
    return lambda u: np.exp(1j * e * np.cos(u))


nodes = {s: source_nodes(s) for s in (0.3, 0.6, 0.95, 1.0, 1.2)}
ideal = make_pupil()
defocused = make_pupil(defocus)
comatic = make_pupil(defocus, 0.05)
lopsided = make_pupil(defocus, 0.05, 0.3)
coma_only = make_pupil(0.0, 0.05)


def falling_source(x, y):
    return 1 - 0.5 * (x * x + y * y)


# Quadrature against the closed circular transfer function.
otf_numeric = cross(nodes[1.0], ideal, f, 0)
otf_closed = 2 / np.pi * (np.arccos(f / 2) - f / 2 * np.sqrt(1 - f * f / 4))
assert abs(otf_numeric - otf_closed) < 1e-8

# Separate filling, evenness and reality of the coefficient.
cases = [
    ("even, defocus, sigma 1", 1.0, defocused, uniform),
    ("coma+defocus, sigma 1", 1.0, comatic, uniform),
    ("coma+defocus+apodized, sigma 1", 1.0, lopsided, uniform),
    ("even, defocus, sigma 1.2", 1.2, defocused, uniform),
    ("even, defocus, sigma 0.6", 0.6, defocused, uniform),
    ("even, in focus, sigma 0.6", 0.6, ideal, uniform),
    ("coma only, sigma 0.6", 0.6, coma_only, uniform),
    ("even, defocus, falling source", 1.0, defocused, falling_source),
]
results = []
for name, sigma, pupil, source in cases:
    plus, minus = sidebands(nodes[sigma], pupil, source)
    results.append((name, plus, minus, abs(plus - minus)))
for i in (0, 1, 2, 3, 5, 6):
    assert results[i][3] < 1e-8, results[i]
assert results[4][3] > 0.05 and results[7][3] > 0.01
assert abs(results[0][1].imag) < 1e-8
assert abs(results[1][1].imag) > 1e-3 and abs(results[6][1].imag) > 1e-3
assert abs(results[4][2] - np.conj(results[4][1])) < 1e-8

# Abbe image against the pair-cancellation integral on a separate lattice.
m = 1000
axis = (np.arange(m) + 0.5) * 2 / m - 1
X, Y = np.meshgrid(axis, axis, indexing="ij")


def small_disc(x, y):
    return (x * x + y * y <= 0.6**2).astype(float)


pair_errors = []
for sigma, source_on_nodes, source_everywhere, pupil in (
        (0.6, uniform, small_disc, comatic),
        (1.0, falling_source, falling_source, defocused)):
    tiny = 1e-3
    image = abbe_harmonics(nodes[sigma], pupil, phase_grating(tiny), source_on_nodes)
    p0 = pupil(X, Y)
    difference = source_everywhere(X, Y) - source_everywhere(X + f, Y)
    pair = np.sum(difference * pupil(X + f, Y) * np.conj(p0))
    pair /= np.sum(source_everywhere(X, Y) * abs(p0)**2)
    pair_errors.append(abs(image[1] / tiny - 0.5j * pair))
# The lattice has staircase edges, with errors of order its spacing.
assert max(pair_errors) < 2e-3

# A weak amplitude object sees the Fourier transform of the point image |h|^2.
step = f / 60
grid = (np.arange(512) - 256) * step
GX, GY = np.meshgrid(grid, grid, indexing="ij")
point_intensity = abs(np.fft.fft2(comatic(GX, GY)))**2
transform = np.fft.ifft2(point_intensity)
kernel_transfer = transform[60, 0] / transform[0, 0]
a_test = 1e-4
amp_image = abbe_harmonics(nodes[1.0], comatic, lambda u: 1 - a_test * np.cos(u))
kernel_error = abs(-amp_image[1] / a_test - kernel_transfer)
assert kernel_error < 5e-3      # staircase pupil edge

# Higher orders of the phase grating.
full = abbe_harmonics(nodes[1.0], defocused, phase_grating(eps))
second = (-eps**2 / 8 * (cross(nodes[1.0], defocused, 2 * f, 0)
                         + cross(nodes[1.0], defocused, 0, -2 * f))
          + eps**2 / 4 * cross(nodes[1.0], defocused, f, -f))
assert abs(full[2] - second) < 0.1 * eps**4
h_big = abs(abbe_harmonics(nodes[1.0], defocused, phase_grating(0.2))[1])
h_small = abs(abbe_harmonics(nodes[1.0], defocused, phase_grating(0.1))[1])
cubic_ratio = h_big / h_small
assert abs(cubic_ratio - 8) < 0.2
third = eps**3 / 16 * abs(cross(nodes[1.0], defocused, 2 * f, f)
                          - cross(nodes[1.0], defocused, -f, -2 * f))
assert abs(abs(full[1]) / third - 1) < 0.02
linear_ratio = abs(abbe_harmonics(nodes[0.6], defocused, phase_grating(0.02))[1]
                   / abbe_harmonics(nodes[0.6], defocused, phase_grating(0.01))[1])
assert abs(linear_ratio - 2) < 0.01


# Vector pupil for two input polarizations and three image-field components.
def vector_component(i, j):
    def pupil(x, y):
        a, b = NA * x, NA * y
        g = np.sqrt(1 - np.minimum(a * a + b * b, NA**2))
        matrix = ((1 - a * a / (1 + g), -a * b / (1 + g)),
                  (-a * b / (1 + g), 1 - b * b / (1 + g)), (-a, -b))
        return defocused(x, y) * matrix[i][j] / np.sqrt(g)
    return pupil


def vector_sidebands(polarizations):
    x, y, w = nodes[1.0]
    plus = minus = clear = 0
    for i in range(3):
        for j in polarizations:
            p = vector_component(i, j)
            here = p(x, y)
            plus += np.sum(w * p(x + f, y) * np.conj(here))
            minus += np.sum(w * here * np.conj(p(x - f, y)))
            clear += np.sum(w * abs(here)**2)
    return plus / clear, minus / clear


vec_plus, vec_minus = vector_sidebands((0, 1))
pol_plus, pol_minus = vector_sidebands((0,))
assert abs(vec_plus - vec_minus) < 1e-8 and abs(pol_plus - pol_minus) < 1e-8


# Angle-dependent optical path of the relief, relative to normal incidence.
def relief_weight(x, y):
    q2 = (NA / reduction)**2 * (x * x + y * y)
    return (np.sqrt(index**2 - q2) - np.sqrt(1 - q2)) / (index - 1)


x, y, w = nodes[1.0]
clear = np.sum(w * abs(defocused(x, y))**2)
forward = w * defocused(x + f, y) * np.conj(defocused(x, y))
backward = w * defocused(x, y) * np.conj(defocused(x - f, y))
w0 = relief_weight(x, y)
one_sided = abs(np.sum(w0 * (forward - backward))) / clear
symmetric = abs(np.sum(np.sqrt(w0 * relief_weight(x + f, y)) * forward)
                - np.sum(np.sqrt(w0 * relief_weight(x - f, y)) * backward)) / clear
assert symmetric < 1e-8

# Sizes for the example and quadrature convergence.
falloff = sidebands(nodes[1.0], defocused, lambda x, y: 1 - 0.02 * (x*x + y*y))
coarse = sidebands(source_nodes(0.6, 10), defocused)
fine = sidebands(source_nodes(0.6, 24), defocused)
convergence = eps * abs(abs(coarse[0] - coarse[1]) - abs(fine[0] - fine[1]))
assert convergence < 1e-7

print(f"wavelength {wavelength:.0f} nm; NA {NA:.2f}; reduction {reduction:.0f}")
print(f"wafer pitch {pitch:.0f} nm; mask pitch {pitch*reduction:.0f} nm")
print(f"relief depth {depth:.0f} nm; refractive index {index:.2f}")
print(f"defocus {defocus:.0f} nm; normalized frequency f {f:.4f}")
print(f"phase amplitude eps {eps:.5f} rad")
edge_phase = 2*np.pi*defocus/wavelength*(1-np.sqrt(1-NA**2))
print(f"defocus phase, pupil centre to edge {edge_phase:.3f} rad")
print(f"ideal circular transfer: quadrature {otf_numeric.real:.6f}, closed {otf_closed:.6f}")
print("case: T(f,0); T(0,-f); absolute difference (dimensionless)")
for name, plus, minus, gap in results:
    print(f"{name}: {plus:.5f}; {minus:.5f}; {gap:.1e}")
print("linear modulation at 150 nm defocus (percent of clear field)")
for sigma in (0.3, 0.6, 0.95, 1.0):
    plus, minus = sidebands(nodes[sigma], defocused)
    print(f"sigma {sigma:.2f}: {100*eps*abs(plus-minus):.4f} %")
print("linear modulation through focus: sigma 0.6; sigma 1 (percent)")
for z in (0.0, 150.0, 300.0):
    values = []
    for sigma in (0.6, 1.0):
        plus, minus = sidebands(nodes[sigma], make_pupil(z))
        values.append(100 * eps * abs(plus - minus))
    print(f"defocus {z:.0f} nm: {values[0]:.4f} %; {values[1]:.4f} %")
print(f"full image, sigma 1, modulation at pitch {200*abs(full[1]):.6f} %")
print(f"full image, sigma 1, modulation at half pitch {200*abs(full[2]):.5f} %")
print(f"full image, sigma 1, mean intensity {full[0].real:.6f} of clear field")
print(f"harmonic ratio on doubling eps: sigma 1 {cubic_ratio:.3f}; sigma 0.6 {linear_ratio:.4f}")
print(f"2 percent source falloff: modulation {100*eps*abs(falloff[0]-falloff[1]):.5f} %")
print(f"incident-angle mask phase: modulation {100*eps*one_sided:.5f} %")
print(f"exchange-symmetric mask phase: coefficient difference {symmetric:.1e}")
relief_phase = np.pi * wavelength * depth / (pitch * reduction)**2
print(f"propagation phase through relief {relief_phase:.5f} rad")
amp_transfer = abs(cross(nodes[1.0], defocused, f, 0))
print(f"amplitude error 0.001: modulation {100*2*0.001*amp_transfer:.5f} %")
print(f"transfer magnitude: scalar {amp_transfer:.5f}; vector {abs(vec_plus):.5f}")
print(f"vector null: unpolarized {abs(vec_plus-vec_minus):.1e}; x-polarized {abs(pol_plus-pol_minus):.1e}")
print(f"pair formula errors: {pair_errors[0]:.1e}; {pair_errors[1]:.1e}")
print(f"point-image transfer error {kernel_error:.1e}")
print(f"quadrature shift, sigma 0.6 modulation, 10 to 24 nodes {100*convergence:.1e} %")
print("finished without a failed check")
```

Output:

```
wavelength 193 nm; NA 0.75; reduction 4
wafer pitch 300 nm; mask pitch 1200 nm
relief depth 10 nm; refractive index 1.56
defocus 150 nm; normalized frequency f 0.8578
phase amplitude eps 0.09116 rad
defocus phase, pupil centre to edge 1.653 rad
ideal circular transfer: quadrature 0.471158, closed 0.471158
case: T(f,0); T(0,-f); absolute difference (dimensionless)
even, defocus, sigma 1: 0.34473-0.00000j; 0.34473+0.00000j; 1.3e-17
coma+defocus, sigma 1: 0.33726-0.03747j; 0.33726-0.03747j; 6.9e-18
coma+defocus+apodized, sigma 1: 0.32937-0.08325j; 0.32937-0.08325j; 4.2e-17
even, defocus, sigma 1.2: 0.34473+0.00000j; 0.34473-0.00000j; 5.6e-17
even, defocus, sigma 0.6: 0.42212-0.28775j; 0.42212+0.28775j; 5.8e-01
even, in focus, sigma 0.6: 0.58335+0.00000j; 0.58335+0.00000j; 0.0e+00
coma only, sigma 0.6: 0.56573-0.07123j; 0.56573-0.07123j; 0.0e+00
even, defocus, falling source: 0.36018-0.04684j; 0.36018+0.04684j; 9.4e-02
linear modulation at 150 nm defocus (percent of clear field)
sigma 0.30: 11.0141 %
sigma 0.60: 5.2460 %
sigma 0.95: 0.5454 %
sigma 1.00: 0.0000 %
linear modulation through focus: sigma 0.6; sigma 1 (percent)
defocus 0 nm: 0.0000 %; 0.0000 %
defocus 150 nm: 5.2460 %; 0.0000 %
defocus 300 nm: 5.5859 %; 0.0000 %
full image, sigma 1, modulation at pitch 0.001074 %
full image, sigma 1, modulation at half pitch 0.00002 %
full image, sigma 1, mean intensity 0.997805 of clear field
harmonic ratio on doubling eps: sigma 1 7.950; sigma 0.6 1.9998
2 percent source falloff: modulation 0.02587 %
incident-angle mask phase: modulation 0.01467 %
exchange-symmetric mask phase: coefficient difference 1.4e-17
propagation phase through relief 0.00421 rad
amplitude error 0.001: modulation 0.06895 %
transfer magnitude: scalar 0.34473; vector 0.29534
vector null: unpolarized 1.3e-17; x-polarized 1.1e-17
pair formula errors: 2.7e-05; 4.7e-06
point-image transfer error 1.3e-04
quadrature shift, sigma 0.6 modulation, 10 to 24 nodes 1.2e-11 %
finished without a failed check
```
